# Two-Band k·p Conduction Mass and Its Dependence on the Oxide Gap

## The conduction mass and the gap

In a two-band model with a gap of roughly the size found in hafnia, lowering the gap from 5.7 to 4.7 eV lowers the conduction mass from 0.487 to 0.439 free-electron masses, a fall of 10%. In a one-dimensional crystal whose lattice is stretched by 20% while its gap is lowered by the same amount, the mass rises instead, from 0.498 to 0.581. The first result holds the momentum matrix element between the band edges fixed. In the second, the square of this element falls by a larger fraction than the gap, and the other bands also make the electron heavier. The derivation below shows how these changes set the sign.

### Hamiltonian near a band edge

Hartree atomic units are used in the formulas, so the free-electron mass $m_e$ is 1. Energies in the examples are in eV. The electron moves in a mean field described by a local periodic potential $U$, without spin-orbit coupling:

$$H=\frac{\hat p^2}{2}+U(\mathbf r). \tag{1}$$

Let $|n\rangle$ be the Bloch states at a wave vector $\mathbf k_0$, with energies $E_n$. A Bloch state at $\mathbf k_0+k\hat{\mathbf x}$ can be written as $e^{ikx}\sum_n a_n|n\rangle$, because the factor $e^{ikx}$ supplies the extra wave number and the states $|n\rangle$ are complete at $\mathbf k_0$. Since $\hat p_x$ is a derivative, $e^{-ikx}\hat p_xe^{ikx}=\hat p_x+k$, while $U$ is unchanged. The coefficients $a_n$ are therefore governed by

$$H(k)=e^{-ikx}He^{ikx}=H+k\hat p_x+\frac{k^2}{2}. \tag{2}$$

To first order in $k$, the energy of band $n$ changes by $k\langle n|\hat p_x|n\rangle$. This diagonal element is thus the slope of the band at $\mathbf k_0$.

Now keep two non-degenerate states, the conduction edge $|c\rangle$ and a valence state $|v\rangle$ lying $E_g>0$ below it. Both bands are assumed stationary at $\mathbf k_0$, so both diagonal elements of $\hat p_x$ vanish. With $p=\langle c|\hat p_x|v\rangle$ and energies measured from the valence edge,

$$H(k)=\begin{pmatrix}E_g+k^2/2 & kp\\ kp^* & k^2/2\end{pmatrix}. \tag{3}$$

### The mass

The term $k^2/2$ multiplies the unit matrix, so it is convenient to set $\lambda=E-k^2/2$. The determinant condition $(E_g-\lambda)(-\lambda)-k^2|p|^2=0$ becomes

$$\lambda(\lambda-E_g)=k^2|p|^2. \tag{4}$$

Solving this quadratic equation gives

$$E_\pm(k)=\frac{k^2}{2}+\frac{E_g}{2}\pm\sqrt{\frac{E_g^2}{4}+k^2|p|^2}. \tag{5}$$

For small $k$, write the root as $(E_g/2)\sqrt{1+s}$ with $s=4k^2|p|^2/E_g^2$, and use $\sqrt{1+s}=1+s/2-s^2/8+\dots$. The term in $s$ contributes $k^2|p|^2/E_g$, and the term in $s^2$ contributes $-k^4|p|^4/E_g^3$. The conduction band is therefore

$$E_+=E_g+\frac{k^2}{2}\left(1+\frac{2|p|^2}{E_g}\right)-\frac{k^4|p|^4}{E_g^3}+\dots \tag{6}$$

The mass is defined by $1/m=d^2E_+/dk^2$ at $k=0$. With the energy $E_P=2|p|^2$,

$$\frac1m=1+\frac{E_P}{E_g},\qquad m=\frac{E_g}{E_g+E_P}. \tag{7}$$

For $E_P=6$ eV the two gaps give

$$m=\frac{5.7}{11.7}=0.487,\qquad m=\frac{4.7}{10.7}=0.439 .$$

The lower sign in (5) gives the valence curvature $1-E_P/E_g$. The valence edge is a local maximum at $\mathbf k_0$ if $E_P>E_g$. The lower band in (5) returns to the edge energy at $k^2/2=E_P-E_g$ and rises into the gap beyond that point, so its two-band form is usable only at small $k$. Here the curvature is $-0.053$ at the larger gap and $-0.277$ at the smaller one. These are small differences between nearly equal terms, so the model is a poor guide to the hole mass. The conduction mass has no such cancellation, because its two terms add.

### Why a smaller gap lightens the electron

The second row of (3) reads $kp^*a_c-\lambda a_v=0$. Near the conduction edge $\lambda\approx E_g$, so

$$\frac{a_v}{a_c}\approx\frac{kp^*}{E_g}. \tag{8}$$

Away from the edge, the conduction state acquires a valence weight of about $k^2|p|^2/E_g^2$. The two levels repel, and the upper one rises by $k^2|p|^2/E_g$, which is the interband term in (6).

The velocity shows the same mechanism. It is the expectation value of $\hat p_x+k$. The diagonal elements of $\hat p_x$ vanish, and the cross terms give, to first order in $k$,

$$\frac{dE_+}{dk}=k+2\,\mathrm{Re}(a_c^*a_vp)=k+\frac{2k|p|^2}{E_g}=\frac km. \tag{9}$$

Mixing with the valence state adds velocity in the direction of $k$. A smaller gap makes the mixing stronger, so the same wave number carries more velocity, and this is what a lighter mass means.

At fixed $p$, differentiation of (7) gives

$$\frac{dm}{dE_g}=\frac{(E_g+E_P)-E_g}{(E_g+E_P)^2}=\frac{E_P}{(E_g+E_P)^2}>0. \tag{10}$$

At 5.7 eV the slope is $6/11.7^2=0.044$ $m_e$ per eV. The actual fall over 1 eV is slightly larger, 0.048, because the slope grows as the gap shrinks.

Two limits frame the result. If $E_g\gg E_P$, mixing is weak and $m\to1$. If $E_g\ll E_P$, then $m\approx E_g/E_P$, and the mass is proportional to the gap. The parabolic range shrinks at the same time, since (6) requires $k\ll E_g/(2|p|)$. At zero gap (5) becomes $E_+=k^2/2+|k||p|$, which has a linear part and no finite edge mass.

### When the matrix element also changes

Equation (7) depends on the ratio $R=E_P/E_g$ alone. From $m=1/(1+R)$ follows $dm=-m^2dR$, and

$$\frac{dR}{R}=\frac{dE_P}{E_P}-\frac{dE_g}{E_g}. \tag{11}$$

When the gap is reduced, the two-band mass falls if $E_P$ rises, stays fixed, or falls by a smaller fraction than the gap.

A change of scale shows that this condition is needed. Replace $U(\mathbf r)$ by $s^{-2}U(\mathbf r/s)$ with $s>1$. Kinetic and potential energies both scale as $s^{-2}$, so the gap falls. Momentum matrix elements scale as $s^{-1}$, so $E_P$ also falls as $s^{-2}$. The ratio $R$ and the mass are unchanged, although the gap is smaller.

### Other bands and other directions

With all bands retained, second-order perturbation theory in $k\hat p_x$ adds $k^2\sum_{n\ne c}|\langle c|\hat p_x|n\rangle|^2/(E_c-E_n)$ to $k^2/2$. Taking two derivatives gives

$$\frac1m=1+2\sum_{n\neq c}\frac{|\langle c|\hat p_x|n\rangle|^2}{E_c-E_n}=1+\frac{E_P}{E_g}+C, \tag{12}$$

where $C$ collects every band except the chosen valence state. Bands above the conduction edge have negative denominators and make the electron heavier. The conclusion drawn from (10) survives if $C$ is fixed as well as $p$ and if $m$ remains positive.

In three dimensions $kp$ is replaced by $\sum_ik_ip_i$, where $p_i=\langle c|\hat p_i|v\rangle$. The repulsion energy is then $|\sum_ik_ip_i|^2/E_g$, and its second derivatives give

$$\left(\frac1m\right)_{ij}=\delta_{ij}+\frac{2\,\mathrm{Re}(p_ip_j^*)}{E_g}. \tag{13}$$

If the vector $(p_x,p_y,p_z)$ is real apart from a common phase, one valence state lightens the electron along that vector and leaves the two perpendicular masses at 1. For the larger gap, the density-of-states mass is then $(0.487\times1\times1)^{1/3}=0.787$. If instead there are three degenerate $p$-like valence states, each coupled to one Cartesian direction with the same strength $|p|$, their repulsion energies add to $|p|^2(k_x^2+k_y^2+k_z^2)/E_g$. The mass (7) then applies in every direction.

### A crystal in which the gap can be tuned

The potential $2V\cos Gx$, with $V>0$ and period $2\pi/G$, shows how far $p$ can stay fixed. At the zone boundary the plane waves $e^{\pm iGx/2}$ have equal kinetic energy $G^2/8$ and are coupled by $V$. To leading order in $V$ the edge states are

$$|\pm\rangle=\frac{1}{\sqrt2}\left(e^{iGx/2}\pm e^{-iGx/2}\right),\qquad E_\pm=\frac{G^2}{8}\pm V, \tag{14}$$

with the plane waves taken as normalized. The gap is $2V$. Applying $\hat p_x$ to $|-\rangle$ multiplies its two plane waves by $G/2$ and $-G/2$, which gives $(G/2)|+\rangle$. Hence

$$|p|=\frac G2,\qquad E_P=\frac{G^2}{2}. \tag{15}$$

In this limit the potential sets the gap and the lattice sets the matrix element. For a period of 0.5 nm, $E_P=6.02$ eV, which is the reason for the round value of 6 eV used above.

A gap of several eV requires a potential that is no longer weak. Diagonalization with 20 plane waves gives the following values, where "pair" is the mass from (7) with the crystal's own $E_P$, and "full" includes all bands.

| Period (nm) | $E_g$ (eV) | $E_P$ (eV) | $C$ | $m$, pair | $m$, full |
|---|---|---|---|---|---|
| 0.50 | 5.70 | 7.42 | −0.293 | 0.435 | 0.498 |
| 0.50 | 4.70 | 6.96 | −0.175 | 0.403 | 0.434 |
| 0.60 | 4.70 | 5.56 | −0.463 | 0.458 | 0.581 |

The full masses come from numerical second derivatives of the band energy. In each case they agree with the sum (12) to better than one part in $10^4$.

Between the first two rows the period is held fixed and $V$ is lowered. The matrix element $p$ changes by only 3%, and $E_P$ falls by 6% while the gap falls by 18%. The ratio $E_P/E_g$ rises from 1.30 to 1.48, and the mass falls. The remote term is not constant, however. Of the total rise of 0.30 in $1/m$, the valence state supplies 0.18 and the weakening of $C$ supplies 0.12. The full mass therefore falls by 13%, against 7% for the pair mass.

In the third row the gap is the same as in the second, but the lattice is longer. Relative to the first row, $E_P$ has fallen by 25%, more than the gap. The ratio drops to 1.18 and $C$ becomes more negative. These changes lower $1/m$ by 0.12 and 0.17, so the remote bands supply the larger part of the rise quoted at the start.

The stretch of 20% is far larger than ordinary strains. By the scaling argument above, stretching the first crystal by a factor $\sqrt{5.7/4.7}=1.10$ with this gap reduction would leave the mass unchanged. With a smaller stretch and the same gap reduction, the mass falls.

### Energies away from the edge

Tunnelling and fast electrons probe the band away from its minimum. Let $e=E-E_g$ and $q=k^2$. Substituting $\lambda=E_g+e-q/2$ and $|p|^2=E_P/2$ into (4) gives

$$\left(E_g+e-\frac q2\right)\left(e-\frac q2\right)=\frac{qE_P}{2}.$$

Multiplying out and collecting powers of $q$,

$$\frac{q^2}{4}-\frac q2(E_g+E_P+2e)+e(E_g+e)=0. \tag{16}$$

Insert $q=q_1e+q_2e^2+\dots$. The terms linear in $e$ give $q_1=2E_g/(E_g+E_P)=2m$. The quadratic terms give

$$q_2=\frac{2(1-q_1+q_1^2/4)}{E_g+E_P}=\frac{2(1-m)^2}{E_g+E_P}=\frac{2m(1-m)^2}{E_g}.$$

Hence

$$\frac{k^2}{2m}=e(1+ae)+\dots,\qquad a=\frac{(1-m)^2}{E_g}. \tag{17}$$

For the larger gap $a=0.513^2/5.7=0.046$ eV$^{-1}$. At 358 K the mean thermal energy is 46 meV and the correction is 0.2%. At 1 eV above the edge the term $ae$ is 4.6%, and the full equation (16) gives 4.3%. These are two-band values. In the 0.50 nm crystal with the same gap, whose conduction band is only 1.9 eV wide, the correction at 1 eV is 10%.

Below the edge $e=-\delta$, and the wave number is imaginary, $k=i\kappa$. The root of (16) that vanishes at the conduction edge gives

$$\kappa^2=\sqrt{B^2+4\delta(E_g-\delta)}-B,\qquad B=E_g+E_P-2\delta. \tag{18}$$

Near the edge this reduces to $\kappa^2\approx2m\delta(1-a\delta)$. The valence band thus makes the decay slower than a parabolic band would suggest.

Consider an electron entering the oxide from an electrode, with the conduction edge a height $\phi$ above it at the interface. A uniform field $F$ lowers this depth as $\delta=\phi-Fx$. The image force is left out. At the field used below, with a dielectric constant of 4.5, it would lower the top of the barrier by about 0.3 eV, so the exponents describe an ideal triangular barrier. In the WKB approximation the tunnelling probability varies as $e^{-W}$, with

$$W=2\int\kappa\,dx=\frac2F\int_0^\phi\kappa\,d\delta\approx\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}. \tag{19}$$

The last form uses the parabolic $\kappa=\sqrt{2m\delta}$. Take a 10 nm film at 3 MV/cm. The voltage across it is 3 V, so a 2 eV barrier is crossed within the film. At the larger gap the parabolic formula gives $W=45.0$, and the full dispersion (18) gives 43.5.

Reducing the gap to 4.7 eV with the barrier and the field held fixed gives $W=40.6$, and the tunnelling factor grows by $e^{2.9}\approx18$. If half of the gap reduction is also taken from the barrier, so that $\phi=1.5$ eV, then $W=26.8$ and the total gain is about $2\times10^7$. Including the image force lowers each exponent by about 1.5 and changes the first gain from 18 to 15. The complex band of the 0.50 nm crystal gives about 28 for the same gap reduction without the image force, so this gain is known only to a factor of about two. In this comparison the lower barrier matters far more than the change in mass and dispersion, as the power $\phi^{3/2}$ in (19) suggests.

### Phonon dressing

In a polar oxide the electron also drags a lattice polarization. Its size can be estimated from the Fröhlich model for an isotropic parabolic band, with one phonon energy $\omega$ and coupling

$$\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\sqrt{\frac{m}{2\omega}}, \tag{20}$$

where $\varepsilon_\infty$ and $\varepsilon_0$ are the fast and static dielectric constants. In units with $\omega=m=1$, the lowest-order energy shift is

$$\Delta E(k)=-\frac{\sqrt2\,\alpha}{\pi}\int_0^\infty dq\;\frac12\int_{-1}^{1}\frac{d\mu}{1+q^2/2-kq\mu}. \tag{21}$$

Here $q$ is the phonon wave number and $\mu$ the cosine of its angle to the electron's wave vector. Expand the integrand to second order in $k$. The linear term vanishes on averaging over $\mu$, and the average of $\mu^2$ is $1/3$. With $\int_0^\infty dq\,(1+q^2/2)^{-1}=\pi/\sqrt2$ and $\int_0^\infty dq\,q^2(1+q^2/2)^{-3}=\sqrt2\pi/8$,

$$\Delta E=-\alpha\left(1+\frac{k^2}{12}\right)+\dots,\qquad m_{\rm dressed}\approx m\left(1+\frac\alpha6\right). \tag{22}$$

The rough values $\varepsilon_\infty=4.5$, $\varepsilon_0=25$ and $\omega=70$ meV give $\alpha=1.77$ at the larger gap and 1.68 at the smaller one. The dressed masses are 0.63 and 0.56. The ordering is preserved because, with the phonon parameters fixed, $\alpha$ grows with $m$. Since $\alpha$ is not small, the absolute values are uncertain: the equally valid first-order form $m/(1-\alpha/6)$ gives 0.69 instead of 0.63. These values take the mass (7) in every direction. With one valence state, and masses of 1 in the perpendicular directions, the two forms give 0.70 and 0.88 along the light direction at the larger gap, and the ordering is again preserved.

### Comparison with a hafnia capacitor

The gap, film thickness and field lie in the rough range of hafnia memory capacitors, but $E_P=6$ eV is a model choice and has not been calculated for hafnia. The conduction edge of hafnia is mainly of hafnium $5d$ character and the upper valence band mainly of oxygen $2p$ character. Several valence and remote bands therefore contribute, and the mass depends on direction. Moreover, $E_g$ in (7) is the vertical separation at $\mathbf k_0$ from a valence state coupled by $p$. If the gap is indirect, or the highest valence state is weakly coupled, the relevant separation exceeds the measured gap and need not change with it. In the model crystal, remote bands raise the mass from 0.435 to 0.498, or by 15%. Phonon dressing raises the example's mass by roughly 30 to 40% if the band is isotropic, and by more if it is light in one direction only. Both exceed the 10% change under study, so the model supports a trend under stated conditions and does not predict the mass of hafnia.

Temperature and band filling matter less. An assumed gap slope of −0.5 meV/K lowers the mass by 0.3% between 300 and 358 K if $E_P$ stays fixed. An assumed electron density of $10^{17}$ cm$^{-3}$ is 0.6% of the effective density of states at 300 K for one valence state, and 1.2% if the mass (7) applies in every direction, so band filling is negligible. Band-to-band tunnelling inside the film is ruled out, because the 3 V across it is less than the 5.7 V needed to bring the valence edge level with the conduction edge. Even in an oxide thick enough to allow it, about 19 nm at this field, the two-band exponent would be 178. This value is rough, because the model describes the valence edge poorly, but it is large enough to make the process negligible. The field is, however, two thirds of an assumed breakdown field of 4.5 MV/cm, and defects, which the model omits, can carry leakage in a real film.

For a change of composition or strain, the gap alone does not settle the direction of the mass change. One must also know how $E_P$ and the remote term $C$ respond. The numerical output lists the inputs of the examples.

## Computed results

```
Initial gap (rough hafnia value): 5.70 eV
Reduced gap: 4.70 eV
Chosen E_P: 6.00 eV
Fixed momentum matrix element: 0.3320 atomic units
E_P/Eg, initial gap: 1.0526
E_P/Eg, reduced gap: 1.2766
Two-band mass, initial gap: 0.4872 m_e
Two-band mass, reduced gap: 0.4393 m_e
Mass change on gap reduction: -9.84 %
Slope dm/dEg at initial gap: 0.0438 m_e/eV
Valence curvature, initial gap: -0.0526 1/m_e
Valence curvature, reduced gap: -0.2766 1/m_e
Crystal period: 0.50 nm
Weak-potential E_P = G^2/2: 6.016 eV
Crystal wide gap: V = 3.026 eV, Eg = 5.70 eV, E_P = 7.418 eV
  masses: two-band 0.4345 m_e, all bands 0.4979 m_e; remote part of 1/m -0.2929 1/m_e
Crystal narrow gap: V = 2.446 eV, Eg = 4.70 eV, E_P = 6.961 eV
  masses: two-band 0.4031 m_e, all bands 0.4336 m_e; remote part of 1/m -0.1747 1/m_e
Crystal stretched, narrow gap: V = 2.562 eV, Eg = 4.70 eV, E_P = 5.562 eV
  masses: two-band 0.4580 m_e, all bands 0.5813 m_e; remote part of 1/m -0.4629 1/m_e
Stretched crystal period: 0.60 nm
Change of p, wide to narrow: -3.13 %
Density-of-states mass, one valence state: 0.7869 m_e
Non-parabolic coefficient a: 0.0461 1/eV
Upper temperature of use: 358 K
Mean thermal energy there: 46.3 meV
Non-parabolic correction, thermal: 0.213 %
Non-parabolic correction at 1 eV: 4.25 %
Assumed gap slope: -0.50 meV/K
Mass change, 300 K to 358 K: -0.262 %
Effective density of states at 300 K: 1.752e+19 cm^-3
Assumed electron density: 1.0e+17 cm^-3
Density / effective density of states: 0.0057
Assumed dielectric constants: 4.5 (fast), 25.0 (static)
Assumed phonon energy: 70 meV
Phonon coupling: 1.773 (initial), 1.684 (reduced)
Dressed mass, m(1+alpha/6): 0.6312 m_e (initial), 0.5625 m_e (reduced)
Alternative m/(1-alpha/6), initial: 0.6916 m_e
Film thickness: 10.0 nm
Operating field: 3.00 MV/cm
Voltage across film: 3.00 V
Field / assumed 4.5 MV/cm breakdown: 0.6667
Electrode barriers: 2.00 eV and 1.50 eV
Parabolic tunnel exponent, initial gap: 44.95
Two-band tunnel exponent, initial gap: 43.49
Exponent, reduced gap and same barrier: 40.58
Exponent, reduced gap and lower barrier: 26.76
Tunnel factor gain, same barrier: 18.3
Tunnel factor gain, lower barrier: 1.85e+07
Band-to-band tunnel exponent: 177.9
```
